# Where Atomic Masses Enter Vineyard's Harmonic Prefactor for Diffusion, part 2

An atom in a solid jumps from a minimum of the potential energy $V$ over a saddle point higher by $E$. How does its rate $\Gamma=\nu^*e^{-E/k_BT}$ depend on the atomic masses? The potential does not depend on them. The first half treated classical motion, with the well in thermal equilibrium and $V$ quadratic around both points.

There are $N$ Cartesian coordinates with masses $m_i$ and $M=\mathrm{diag}(m_1,\dots,m_N)$. The displacement from the point under discussion is $\mathbf u$. The Hessians of $V$ are $K_0$ at the minimum and $K_1$ at the saddle. The mass-weighted Hessians are $D_0=M^{-1/2}K_0M^{-1/2}$, with eigenvalues $\omega_i^2$, and $D_1=M^{-1/2}K_1M^{-1/2}$, with eigenvalues $-|\omega_\ddagger|^2$ and $\omega_j'^2$. Here $\omega$ is an angular frequency and $\nu=\omega/2\pi$.

Transition-state theory takes the rate to be the one-way flux out of the well through a plane $\mathbf n\cdot\mathbf u=0$ at the saddle, with unit normal $\mathbf n$. In the harmonic approximation its prefactor is

$$\nu(\mathbf n)=\frac1{2\pi}\sqrt{\frac{\mathbf n^TM^{-1}\mathbf n}{\det K_1\;\mathbf n^TK_1^{-1}\mathbf n}\,\det K_0}\; .\tag{7}$$

The best plane gives the smallest value, and in the harmonic region no trajectory returns to it:

$$\nu^*=\nu_\ddagger\sqrt{\frac{\det K_0}{|\det K_1|}},\qquad \nu_\ddagger=\frac{|\omega_\ddagger|}{2\pi} .\tag{8}$$

The determinants are related to the frequencies by

$$\det D_0=\frac{\det K_0}{\det M}=\prod_{i=1}^N\omega_i^2,\qquad \det D_1=\frac{\det K_1}{\det M}=-|\omega_\ddagger|^2\prod_{j=1}^{N-1}\omega_j'^2 .\tag{9}$$

The unstable mode $\mathbf e$ obeys the mode equation

$$K_1\mathbf e=\lambda M\mathbf e,\qquad \mathbf e^TM\mathbf e=1,\qquad\lambda=-|\omega_\ddagger|^2 .$$

Coordinate $i$ has the share $p_i$ of the kinetic energy in this mode, and at fixed potential

$$\frac{\partial\ln\nu^*}{\partial\ln m_i}=-\frac{p_i}{2},\qquad p_i=m_ie_i^2,\qquad\sum_ip_i=1 .\tag{11}$$

The second half applies these results to oxygen in a heavy host. It opens with the answer to the question of which results are needed before numbers are used.

**A:** $K_0$ and $K_1$ are the force-constant Hessians at minimum and saddle, $M$ is the mass matrix, $E$ is the barrier, and $\nu_\ddagger=|\omega_\ddagger|/2\pi$ is the modulus of the imaginary saddle frequency. The classical harmonic rate per exit is $\Gamma=\nu^*e^{-E/k_BT}$, with

$$\nu^*=\nu_\ddagger\sqrt{\frac{\det K_0}{|\det K_1|}}=\frac{\prod_i\nu_i}{\prod_j\nu'_j},\qquad \frac{\partial\ln\nu^*}{\partial\ln m_i}=-\frac{p_i}{2} .$$

Primes mark real saddle frequencies, and $p_i$ is the kinetic-energy share of coordinate $i$ in the unstable mode. A dividing plane with another normal $\mathbf n$ gives the larger value (7).

**Q:** Give me a case in which the host atoms really move.

**A:** Take a model with five coordinates and round parameters, in the rough regime of oxygen dissolved in tantalum. Oxygen moves by $x$ along its path and by $y,z$ across it. Two host coordinates have the mass of tantalum: $s$ is a displacement along the path, and $q$ is the opening of the gate through which oxygen passes. With jump length $d$, $\theta=2\pi x/d$ and $G=(1-\cos\theta)/2$,

$$\begin{aligned}V={}&E_0G+\tfrac12[c_0+(c_1-c_0)G](y^2+z^2)\\&+\tfrac12c_ss^2-gs\sin\theta+\tfrac12c_qq^2-fqG .\end{aligned}$$

The parameters are $d=0.165$ nm, $E_0=1.20$ eV, $c_0=1000$, $c_1=1400$ and $c_s=c_q=1200$ eV/nm², $g=15$ and $f=12$ eV/nm. The masses are 15.995 u for oxygen-16 and 180.95 u for each host coordinate. The temperature is 700 K.

**Q:** Where are the stationary points, and what are their Hessians?

**A:** The minimum is the origin. At $x=d/2$ we have $\sin\theta=0$ and $G=1$, so the forces vanish for $y=z=s=0$ and $q=f/c_q=0.010$ nm. The barrier is

$$E=E_0-\frac{f^2}{2c_q}=1.20-0.06=1.14\ \text{eV}.$$

Let $\kappa=2\pi/d$. Two derivatives of $G$ give $\tfrac12\kappa^2\cos\theta$, and the mixed derivative of the $g$ term is $-g\kappa\cos\theta$. In eV/nm²,

$$K_{0,xx}=\tfrac12E_0\kappa^2=870.0,\qquad K_{0,xs}=-g\kappa=-571.2,$$

$$K_{1,xx}=-\tfrac12(E_0-fq)\kappa^2=-783.0,\qquad K_{1,xs}=+571.2 .$$

The $xq$ elements contain $\sin\theta$ and vanish at both points. The remaining diagonal elements are the force constants already given. Therefore

$$\det K_0=(870.0\cdot1200-571.2^2)\,1000^2\cdot1200=8.61\times10^{14},$$

$$\det K_1=-(783.0\cdot1200+571.2^2)\,1400^2\cdot1200=-2.98\times10^{15},$$

in (eV/nm²)⁵. The square root of the ratio of their moduli is 0.538, with no mass used.

**Q:** And the unstable frequency?

**A:** Only $x$ and $s$ are coupled. With $W=|\omega_\ddagger|^2$, the condition $\det(K_1+WM)=0$ becomes

$$(-783.0+15.995\,W)(1200+180.95\,W)=571.2^2 ,$$

with $W$ in eV/(nm² u). Its positive root is $W=50.9$. One such unit corresponds to a frequency of 1.563 THz, so $\nu_\ddagger=1.563\sqrt{50.9}=11.15$ THz. Hence

$$\nu^*=11.15\times0.538=6.00\ \text{THz}.$$

Diagonalizing the mass-weighted Hessians gives 3.271, 4.026, 11.766, 12.361 and 12.361 THz at the minimum. The real saddle frequencies are 4.026, 4.582, 14.626 and 14.626 THz. The ratio of their products is again 6.00 THz. No single frequency of the well equals this prefactor.

**Q:** Replace oxygen-16 by oxygen-18. Most of those frequencies must shift.

**A:** They do. The new oxygen mass is 17.999 u; the potential and host masses are held fixed. By (9), the product of all minimum frequencies varies as $(\det M)^{-1/2}$. Three coordinates carry the oxygen mass, so the product for oxygen-16 is larger by

$$\left(\frac{17.999}{15.995}\right)^{3/2}=1.194 .$$

The product of the real saddle frequencies is larger by 1.128. The quotient is 1.059, which is also the ratio of the unstable frequencies, 11.155 and 10.537 THz. The two prefactors are 6.00 and 5.67 THz.

**Q:** The inverse-square-root law would give 1.061. Is the difference real?

**A:** Within this model it is, and it comes from host motion. The second row of the mode equation gives

$$\frac{e_s}{e_x}=-\frac{571.2}{1200+180.95\cdot50.9}=-0.055 .$$

The host amplitude is small, but the host is heavy. The oxygen share of the kinetic energy is

$$p_{\rm O}=\left[1+\frac{180.95}{15.995}(0.055)^2\right]^{-1}=0.967 .$$

Equation (11) then gives a local mass exponent of $0.967/2=0.484$. The finite isotope change gives 0.483, which is half the average of $p_{\rm O}$ over the logarithmic mass interval.

The host share is 0.033. Raising both host masses by 10%, with oxygen-16 and the potential fixed, should lower the prefactor by about $\tfrac12(0.033)\ln1.1=0.16\%$. The full calculation changes it from 6.000 to 5.991 THz, a fall of 0.15%.

**Q:** I would have placed the dividing plane at $x=d/2$. By symmetry it looks perfect.

**A:** It passes through the saddle, but it ignores host motion. For this plane $\mathbf n^TM^{-1}\mathbf n=1/m_{\rm O}$, and the $xx$ element of $K_1^{-1}$ is $1200/(-783.0\cdot1200-571.2^2)$. Equation (7) gives 6.83 THz, which is 14% above the best-plane value. Its mass exponent for oxygen would be 1/2, so it also misses the host contribution to the isotope effect.

The excess consists of crossings that return. In linear saddle dynamics, the net number of successful passages does not depend on the plane at which they are counted. The best plane has no returns, so the successful fraction of the flux through $x=d/2$ must be $6.00/6.83=0.879$. A direct simulation agrees. I drew 300,000 starting points from the Boltzmann distribution on that plane, with thermal velocities, and followed the linear motion for a time $12/|\omega_\ddagger|$. The net forward flux divided by the initial one-way flux was 0.879.

**Q:** You have used quadratic energies throughout. The cosine is not quadratic.

**A:** First test the flux itself on a smaller problem. Hold $y=z=q=0$ and retain $x$ and $s$. The barrier is then 1.20 eV, and the harmonic prefactor for the best plane is 8.481 THz. Summing the Boltzmann factor of the unexpanded potential on a grid, over the plane and over the well, gives 8.491 THz at 100 K. The difference is 0.11% of the harmonic value, and it falls to 0.06% at 50 K.

For all five coordinates at 700 K, use the plane $x=d/2$. At fixed $x$, the other four coordinates are quadratic and can be integrated analytically. Minimizing over $s$ and $q$ leaves

$$V_r(x)=E_0G-\frac{g^2\sin^2\theta}{2c_s}-\frac{f^2G^2}{2c_q} .$$

The two transverse Gaussians contribute $1/[c_0+(c_1-c_0)G]$. Numerical integration of this factor times $e^{-V_r/k_BT}$ over one cell gives the well population. Since the model is quadratic within this plane, the well supplies all the anharmonicity. It raises this plane's rate by 1.4% relative to its harmonic rate. On the tilted best plane $y$, $z$ and $q$ are still Gaussian, and one numerical integral along the plane remains. At 700 K it gives 6.11 THz, 1.8% above the harmonic 6.00 THz, while the ratio for oxygen-16 to oxygen-18 stays at 1.059.

**Q:** Oxygen is light. Does quantum mechanics return the masses that you cancelled?

**A:** It does. For a real mode let $X=\hbar\omega/2k_BT$. The classical partition function is $1/(2X)$, while the quantum one is

$$\sum_{n=0}^\infty e^{-(2n+1)X}=\frac1{2\sinh X} .$$

The rate contains saddle modes over well modes, so vibration changes it by

$$F_{\rm vib}=\prod_i\frac{\sinh X_i}{X_i}\prod_j\frac{X'_j}{\sinh X'_j} .$$

The unstable mode tunnels. In units $\hbar=|\omega_\ddagger|=1$ and with a mass-weighted coordinate, its Hamiltonian is $\tfrac12(P^2-Q^2)$. Put $A=(P+Q)/\sqrt2$ and $b=(P-Q)/\sqrt2$. Then $[A,b]=i$ and $H=\tfrac12(Ab+bA)$. Classically $b$ decays and $A$ grows, so a wave arriving from the left has $b>0$, while $A>0$ means transmission and $A<0$ reflection.

In the $b$ representation $A=i\,d/db$. The equation $H\phi=\varepsilon\phi$, with $\varepsilon$ measured from the barrier top, gives $\phi=b^{-1/2-i\varepsilon}$ for $b>0$. Its transform is

$$\int_0^\infty b^{-1/2-i\varepsilon}e^{iAb}db=\Gamma_{\!f}(\tfrac12-i\varepsilon)\,(-iA)^{-1/2+i\varepsilon},$$

where $\Gamma_{\!f}$ is the gamma function. The phase of $-iA$ is $\mp\pi/2$ for $A\gtrless0$, so the modulus contains $e^{\pm\pi\varepsilon/2}$. Transmitted and reflected probabilities have the ratio $e^{2\pi\varepsilon}$ and add to one. Hence the transmission is $1/(1+e^{-2\pi\varepsilon})$.

Now average over thermal energies. With $X_\ddagger=\hbar|\omega_\ddagger|/2k_BT$, $r=X_\ddagger/\pi$ and $y=e^{-2\pi\varepsilon}$,

$$F_{\rm tun}=r\int_0^\infty\frac{y^{r-1}}{1+y}dy=\frac{\pi r}{\sin\pi r}=\frac{X_\ddagger}{\sin X_\ddagger},\qquad X_\ddagger<\pi .$$

A classical step in place of the transmission would give one.

**Q:** How large are these factors here, and where are the masses?

**A:** At 700 K, $F_{\rm vib}=1.001$ and $F_{\rm tun}=1.025$, a total of 1.026. For small $X$, both $\ln(\sinh X/X)$ and $\ln(X/\sin X)$ begin with $X^2/6$. Since $\mathrm{Tr}\,D_1=\sum_j\omega_j'^2-|\omega_\ddagger|^2$, the leading correction is

$$\ln(F_{\rm vib}F_{\rm tun})\simeq\frac1{24}\left(\frac{\hbar}{k_BT}\right)^2\sum_i\frac{K_{0,ii}-K_{1,ii}}{m_i} .$$

The masses are now explicit. In the model the host terms cancel, and the estimate is 0.0255. With the full factors, the isotope rate ratio rises from 1.059 to 1.062. It then exceeds 1.061, the largest ratio that the classical formula allows for this substitution, since $p_{\rm O}\le1$. The parabolic formula diverges at $X_\ddagger=\pi$, which is 85 K here; near and below that temperature it cannot be used.

**Q:** What diffusion coefficient follows?

**A:** In units of half the bcc lattice constant, host atoms have three even or three odd coordinates, and octahedral sites have mixed parity. One coordinate then differs in parity from the other two. A unit step along it would land on a host atom; steps of either sign along the other two axes reach octahedral sites. There are thus four jumps of length $d=a_0/2$, where $a_0=0.330$ nm. They sum to zero at every site. I also assume that the atom gives its excess energy to the lattice before it jumps again. The five-coordinate model does not supply this loss: it has no heat bath, and a light atom coupled to heavy ones can run on over the next barrier or bounce back. Under this assumption successive jumps are uncorrelated, and

$$6Dt=4\Gamma t\,d^2\quad\Rightarrow\quad D=\frac{a_0^2\Gamma}{6} .$$

With $E/k_BT=18.90$, the classical rate per exit is $3.7\times10^4$ s⁻¹. This gives $D=6.8\times10^{-12}$ cm²/s for oxygen-16 and $6.4\times10^{-12}$ cm²/s for oxygen-18. The factor before the exponential is $D_0=1.1\times10^{-3}$ cm²/s.

**Q:** Would a tantalum film behave this way?

**A:** The barrier is close to the rough real value of 1.1 eV. Reported values of $D_0$ lie roughly between $4\times10^{-3}$ and $10^{-2}$ cm²/s, so the model's value is low by a factor of about four to ten. The model also does not have the symmetry of the real site. There the four equivalent jumps make the path direction equivalent to one transverse direction, and the short axis towards the two nearest host atoms is distinct; the model uses two equal transverse springs instead. By (8), doubling one transverse spring at the minimum alone raises $\nu^*$ by $\sqrt2$, so the prefactor is sensitive to this choice.

The site geometry used here is that of bcc tantalum; deposited films often grow in the tetragonal β phase, to which it does not apply. Films also contain traps, which the model omits. Suppose that there is one trap per thousand interstitial sites, with an assumed binding energy of 0.5 eV, and that few traps are filled. At 700 K the ratio of trapped to free oxygen is $10^{-3}e^{0.5/0.0603}\simeq4$, so $D$ falls by about a factor of five. With three octahedral sites per tantalum atom, this needs an oxygen content well below 0.1% of the tantalum atoms. At 0.1% a quarter of the traps are filled and the ratio of total to free oxygen is 4.0; at 1% it is 1.4. An error of 0.1 eV in the barrier also changes the rate by about five. Both effects can far exceed the isotope shift, so the mass law is better examined as a ratio of two isotopes in the same material at the same temperature. The trap factor drops out of that ratio only classically, where populations do not depend on mass. With quantum vibrations and a factor of five from trapping, oxygen springs in the trap that are 30% softer or stiffer move the ratio from 1.062 to 1.059 or 1.064, as much as the host effect found above. Oxygen–oxygen interactions, grain boundaries and electronic friction remain outside this estimate.
